\section*{Valence-Band Levels of a Biaxially Strained Silicon Channel}

\section*{Setting}

A diamond-type crystal is strained equally along $x$ and $y$, with $e_{xx}=e_{yy}=e_p$, $e_{zz}=e_z$ and no shear. The axes are the cube axes. This is (001) biaxial strain, with $e_p>0$ for tension. The problem concerns the six valence states at wavevector $\mathbf k=0$: three orbitals $X,Y,Z$, which transform like the coordinates, each with two spins.

Energies are electron energies, so the highest valence level is the one that holes occupy first. The unstrained spin-orbit splitting is $D>0$. Strain enters to first order, $D$ does not depend on strain, and coupling to other bands at $\mathbf k=0$ is left out. Angular momenta are in units of $\hbar$.

\section*{(a) The strain matrix}

\textbf{Problem.} Find the form of the strain Hamiltonian in the basis $X,Y,Z$. Remove the shift common to all three orbitals and express the rest through one energy.

\textbf{Solution.} A half-turn about $x$ reverses $Y$ and $Z$ but leaves $X$ and the shear-free strain unchanged. The matrix elements $XY$ and $XZ$ would change sign, so they vanish. A half-turn about $y$ removes $YZ$ in the same way. The matrix is diagonal. Since $y$ and $z$ are equivalent as seen from $X$, its first element is
\begin{equation}
H_{XX}=l\,e_{xx}+m(e_{yy}+e_{zz}),
\end{equation}
and the other two follow by exchanging axes. With $t=e_{xx}+e_{yy}+e_{zz}$, the mean of the three elements is $(l+2m)t/3$. This is the hydrostatic shift. Subtracting it gives
\begin{equation}
l e_{xx}+m(t-e_{xx})-\frac{l+2m}{3}t=(l-m)\left(e_{xx}-\frac t3\right)
=3b\left(e_{xx}-\frac t3\right),
\end{equation}
where $b=(l-m)/3$ is the tetragonal deformation potential. Here $t=2e_p+e_z$, so
\begin{equation}
e_p-\frac t3=\frac{e_p-e_z}{3},\qquad e_z-\frac t3=-\frac{2(e_p-e_z)}{3}.
\end{equation}
Define
\begin{equation}
d=b(e_p-e_z).
\end{equation}
Then $X$ and $Y$ shift by $d$, and $Z$ shifts by $-2d$. Because $L_z^2$ equals 1 on $X,Y$ and 0 on $Z$, the operator is
\begin{equation}
H_{\rm strain}=d(3L_z^2-2).
\end{equation}
For $b<0$, as in silicon, in-plane compression with a free top surface ($e_p<0<e_z$) gives $d>0$, and tension gives $d<0$.

\section*{(b) The levels with spin-orbit coupling}

\textbf{Problem.} Add spin-orbit coupling, with the energy zero at the unstrained valence top after the hydrostatic shift is removed. Find all six energies.

\textbf{Solution.} In the $p$-like multiplet the coupling is proportional to $\mathbf L\cdot\boldsymbol\sigma=2\mathbf L\cdot\mathbf S=J^2-L^2-S^2$. For $j=3/2$ this is $15/4-2-3/4=1$, and for $j=1/2$ it is $3/4-2-3/4=-2$. The operator
\begin{equation}
H_{\rm so}=\frac D3(\mathbf L\cdot\boldsymbol\sigma-1)
\end{equation}
therefore puts the quartet at 0 and the doublet at $-D$, as required.

Both parts of $H=H_{\rm strain}+H_{\rm so}$ commute with $J_z$. The state $|L_z=1,\uparrow\rangle$ is the sole state with $m_j=3/2$. It has $\mathbf L\cdot\boldsymbol\sigma=1$, so its energy is
\begin{equation}
E_{\rm HH}=d.
\end{equation}
This is the heavy hole, and $d$ is its shift.

For $m_j=1/2$ there are two states, $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$, the second built from $Z$. Write
\begin{equation}
\mathbf L\cdot\boldsymbol\sigma=2L_zS_z+L_+S_-+L_-S_+ .
\end{equation}
The diagonal elements are $-1$ and $0$. Since $L_-|1\rangle=\sqrt2\,|0\rangle$, the off-diagonal element is $\sqrt2$. Hence
\begin{equation}
H_{1/2}=\begin{pmatrix} d-\frac{2D}{3} & \frac{\sqrt2D}{3}\\[2pt]
\frac{\sqrt2D}{3} & -2d-\frac D3\end{pmatrix}.
\end{equation}
The trace is $-D-d$. The determinant is
\begin{equation}
-2d^2-\frac{Dd}{3}+\frac{4Dd}{3}+\frac{2D^2}{9}-\frac{2D^2}{9}=Dd-2d^2 .
\end{equation}
The energies solve $E^2+(D+d)E+Dd-2d^2=0$. The discriminant is
\begin{equation}
(D+d)^2-4Dd+8d^2=D^2-2Dd+9d^2,
\end{equation}
so that
\begin{equation}
E_\pm=\frac{-D-d\pm R}{2},\qquad R=\sqrt{D^2-2Dd+9d^2}.
\end{equation}
Time reversal supplies the partners with negative $m_j$, so each of $E_{\rm HH},E_+,E_-$ is doubly degenerate. At $d=0$ the energies are $0,0,-D$: the plus level grows out of the light hole and the minus level out of the split-off state.

As a test, the full six-state matrix was diagonalized at nine values of $d$ from $-3D$ to $3D$, with $D=44$~meV. The largest deviation from these formulas was $1.7\times10^{-13}$~meV.

\section*{(c) What is mixed}

\textbf{Problem.} Rewrite the $m_j=1/2$ block in the unstrained light-hole and split-off states. Find how much split-off character and how much $Z$ character the plus level has.

\textbf{Solution.} At $d=0$ the eigenvectors of $H_{1/2}$ for energies $0$ and $-D$ are
\begin{equation}
|{\rm LH}\rangle=\frac{|1,\downarrow\rangle+\sqrt2\,|0,\uparrow\rangle}{\sqrt3},\qquad
|{\rm SO}\rangle=\frac{\sqrt2\,|1,\downarrow\rangle-|0,\uparrow\rangle}{\sqrt3}.
\end{equation}
Strain contributes $d$ on the first basis state and $-2d$ on the second. Its elements are $(d-4d)/3=-d$ for LH, $(2d-2d)/3=0$ for SO, and $(\sqrt2d+2\sqrt2d)/3=\sqrt2d$ between them. Thus
\begin{equation}
H_{1/2}=\begin{pmatrix}-d&\sqrt2\,d\\ \sqrt2\,d&-D\end{pmatrix}
\quad\text{in the basis LH, SO.}
\end{equation}
Strain couples the two states as strongly as it shifts the light hole, up to a factor $\sqrt2$.

For a real two-level matrix with diagonal elements $A,B$ and coupling $c$, the upper energy is $(A+B)/2+\frac12\sqrt{(A-B)^2+4c^2}$. Its derivative with respect to $B$ is the weight of the second state, because to first order a change of $B$ moves the energy by that weight. Therefore
\begin{equation}
w_B=\frac12\left(1+\frac{B-A}{R}\right).
\end{equation}
The root is the same $R$ in either basis, since it is the separation of the eigenvalues. The LH, SO basis and the orbital basis of part (b) give
\begin{equation}
w_{\rm SO}=\frac12\left(1-\frac{D-d}{R}\right),\qquad
w_Z=\frac12\left(1+\frac{D/3-3d}{R}\right).
\end{equation}
Since $H_{\rm strain}$ equals $d$ times $(1-3P_Z)$, with $P_Z$ the projector on $Z$, the slope of the plus level is $dE_+/dd=1-3w_Z$.

\section*{(d) Order and limits}

\textbf{Problem.} Which level is highest for each sign of $d$? Find the weak- and strong-strain limits and the closest approach of the two mixed levels.

\textbf{Solution.} The heavy hole lies above the plus level by
\begin{equation}
E_{\rm HH}-E_+=\frac{3d+D-R}{2},\qquad (3d+D)^2-R^2=8Dd .
\end{equation}
For $d>0$ the difference is positive. For $d<0$ we have $R>|3d+D|$, so it is negative. The same inequality makes $E_{\rm HH}-E_-=(3d+D+R)/2$ positive for $d<0$, and for $d>0$ every term in it is positive. For $b<0$ and a free top surface, compression puts the heavy hole on top. Tension then puts the plus level on top, with the heavy hole between the mixed levels.

For $|d|\ll D$, expand the root to second order:
\begin{equation}
R\simeq D\left(1-\frac dD+\frac{9d^2}{2D^2}-\frac{d^2}{2D^2}\right)=D-d+\frac{4d^2}{D}.
\end{equation}
This gives $E_+\simeq-d+2d^2/D$ and $E_-\simeq-D-2d^2/D$. The linear terms alone give a heavy-light splitting of $2|d|$. The quadratic term is level repulsion: it raises the plus level for either sign of strain, which widens the splitting in tension and narrows it in compression.

For $|d|\gg D$, $R\simeq3|d|-(D/3)\,{\rm sgn}\,d$. Then
\begin{align}
d>0:&\quad E_+\simeq d-\frac{2D}{3}, & E_{\rm HH}-E_+&\to\frac{2D}{3},\\
d<0:&\quad E_+\simeq 2|d|-\frac D3, & E_+-E_{\rm HH}&\simeq3|d|-\frac D3 .
\end{align}
Under strong compression both top levels are made of $X$ and $Y$, which strain shifts equally, and spin-orbit coupling alone separates them. The derivative of $E_{\rm HH}-E_+$ is $1-(1-3w_Z)=3w_Z>0$, so the splitting rises steadily towards $2D/3$ and stays below it. Under tension the top level is mainly $Z$ and the splitting keeps growing.

Finally, completing the square,
\begin{equation}
R^2=9\left(d-\frac D9\right)^2+\frac{8D^2}{9},
\end{equation}
so the mixed levels are closest at $d=D/9$, with separation $2\sqrt2D/3$. They do not cross.

\section*{(e) Masses at the band edge}

\textbf{Problem.} Let an $X$ orbital have inverse mass $\gamma_1+4\gamma_2$ along $x$ and $\gamma_1-2\gamma_2$ along $y$ or $z$, in units of $1/m_0$, with axes exchanged for $Y$ and $Z$. Terms in $k_ik_j$ with $i\ne j$ couple orbital $i$ to orbital $j$ with strength set by $\gamma_3$. Find the masses of the strained levels near $\mathbf k=0$.

\textbf{Solution.} For $d\ne0$ each level is an isolated doublet. Inversion symmetry forbids terms linear in $k$, so the $k^2$ terms act to first order as an average over the doublet's orbital content. Along $z$ the $Z$ part counts with $\gamma_1+4\gamma_2$ and the rest with $\gamma_1-2\gamma_2$:
\begin{equation}
\frac{m_0}{m_z}=\gamma_1-2\gamma_2+6\gamma_2w_Z .
\end{equation}
For $\mathbf k$ in the plane, $X$ and $Y$ each have weight $(1-w_Z)/2$. The extra $6\gamma_2k_i^2$ of each then adds up to $3\gamma_2(1-w_Z)k^2$, and
\begin{equation}
\frac{m_0}{m_p}=\gamma_1-2\gamma_2+3\gamma_2(1-w_Z).
\end{equation}
The heavy hole has $w_Z=0$. The $\gamma_3k_xk_y$ term and the part proportional to $k_x^2-k_y^2$ change $m_j$ by 2. The partners in a doublet differ by 1 or 3, so these terms have no first-order effect and the in-plane mass is isotropic. They enter at order $k^4$, divided by the level splittings, so the masses hold while the kinetic energy is small compared with those splittings.

\section*{(f) A silicon channel}

\textbf{Problem.} Take $D=44$~meV, $b=-2.10$~eV, $C_{11}=166$~GPa, $C_{12}=64$~GPa, $\gamma_1=4.3$ and $\gamma_2=0.34$. Evaluate the levels for $e_p=+0.80\,\%$ and for the mirror case $-0.80\,\%$, with a free top surface.

\textbf{Solution.} A free surface carries no normal stress: $C_{11}e_z+2C_{12}e_p=0$. Therefore
\begin{equation}
e_z=-\frac{2C_{12}}{C_{11}}e_p=-\frac{128}{166}\times0.80\,\%=-0.617\,\% .
\end{equation}
The in-plane stress $(C_{11}+C_{12})e_p+C_{12}e_z$ is $1.45$~GPa. The heavy-hole shift is $d=-2.10\ {\rm eV}\times(0.00800+0.00617)$, or $-29.75$~meV. In meV,
\begin{align}
R&=\sqrt{(44+29.75)^2+8(29.75)^2}=111.9,\\
E_+&=\tfrac12(-44+29.75+111.9)=48.8,\qquad E_-=-63.1 .
\end{align}
The plus level is on top, 78.6~meV above the heavy hole. Reversing the strain gives $d=29.75$~meV and
\begin{align}
R&=\sqrt{(44-29.75)^2+8(29.75)^2}=85.35,\\
E_+&=\tfrac12(-44-29.75+85.35)=5.8,\qquad E_-=-79.6 .
\end{align}
Now the heavy hole is on top, by 24.0~meV. Without mixing both splittings would be $2|d|=59.5$~meV. The compressive value is already close to its ceiling $2D/3=29.3$~meV. Since $|d|/D$ is about 0.68, the weak-strain series for $E_+$ is unreliable here: its quadratic term, about 40~meV, exceeds its linear term, about 30~meV in size.

The plus level has $w_{\rm SO}=0.170$ and $w_Z=0.964$ in tension, but $w_{\rm SO}=0.417$ and $w_Z=0.063$ in compression. For the top band, part (e) gives $m_z=0.179\,m_0$ and $m_p=0.273\,m_0$ in tension, and $0.276\,m_0$ and $0.216\,m_0$ in compression.

The saturation also governs sensitivity. If $|d|$ is 10\,\% smaller, through lost strain or a different $b$, the tensile splitting falls to 70.0~meV but the compressive one only to 23.3~meV. If $e_{xx}$ is 10\,\% larger and $e_{yy}$ 10\,\% smaller in size, with $e_z$ fixed, the splittings become 77.9 and 25.9~meV. An assumed 5\,\% increase of $D$ gives 78.2 and 24.9~meV.

\section*{(g) Gate field, temperature and filling}

\textbf{Problem.} A gate field $F=0.5$~MV/cm presses the holes against a hard wall at $z=0$. How does the heavy-light splitting change? Compare it with thermal energies and with the filling at $5\times10^{12}$~cm$^{-2}$.

\textbf{Solution.} For in-plane wavevector zero, the heavy hole obeys
\begin{equation}
-\frac{\hbar^2}{2m_z}\psi''+qFz\,\psi=E\psi,\qquad\psi(0)=0,
\end{equation}
where $q$ is the elementary charge. Put $z=\ell s$ with $\ell^3=\hbar^2/(2m_zqF)$. The equation becomes $\psi''=(s-\varepsilon)\psi$ with $\varepsilon=E/(qF\ell)$, and the decaying solution is ${\rm Ai}(s-\varepsilon)$. The wall requires $-\varepsilon$ to be a zero of Ai, the first being near $-2.338$:
\begin{equation}
E_1=2.338\left(\frac{\hbar^2q^2F^2}{2m_z}\right)^{1/3}=164.0\ {\rm meV}.
\end{equation}
For the mixed pair the orbitals $X,Y$ and $Z$ have different masses along $z$, so two coupled equations must be solved. A trial state with the zero-field mixture and a single envelope has the averaged inverse mass of part (e). By the variational principle it cannot underestimate the lowest hole energy. In tension it bounds the extra confinement energy of the plus level by
\begin{equation}
164.0\left[\left(\frac{0.276}{0.179}\right)^{1/3}-1\right]\simeq25.5\ {\rm meV}.
\end{equation}
The coupled numerical solution reduces the splitting from 78.6 to 53.4~meV, a loss of 25.2~meV that nearly reaches the bound. The top level is the lighter one along $z$, so confinement costs it more. In compression the plus level is almost free of $Z$, both levels have similar masses along $z$, and the splitting changes little, from 24.0 to 25.3~meV.

At 300~K, $k_BT=25.9$~meV. With all band parameters held fixed and no field, the Boltzmann factor of the splitting is 0.048 in tension and 0.40 in compression. At 400~K it is 0.10 and 0.50. These are ratios per state at low density, not ratios of total populations.

At zero temperature a parabolic subband with two spins holds $p=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$ holes per area, so its filling energy is
\begin{equation}
\frac{\hbar^2k_F^2}{2m_p}=\frac{\pi\hbar^2p}{m_p}.
\end{equation}
With the bulk masses of part (e) this gives 43.8~meV in tension and 55.5~meV in compression. These numbers cannot decide which subbands fill. In the well $k_z$ becomes the operator $-i\,d/dz$, and the terms $\gamma_3k_xk_z$ and $\gamma_3k_yk_z$ couple different subbands. In second order they change the in-plane mass already at order $k^2$, an effect absent from the bulk masses: the edge mass rises to about $1.2\,m_0$ in tension and $0.28\,m_0$ in compression. In addition, the in-plane terms of order $k^4$ from part (e) are not small when the filling energy exceeds the level splitting, as it does in compression, where they flatten the band along $\langle110\rangle$. Solving the six-state problem in the same well with $\gamma_3=1.4$ gives Fermi energies of roughly 13~meV in tension and 22~meV in compression, measured from the first subband edge. Without the $k_xk_z$ and $k_yk_z$ terms the values would be about 43 and 24~meV, so subband coupling causes the drop in tension, while in compression most of it comes from the in-plane warping. Raising $\gamma_3$ to 1.446 lowers both Fermi energies by about 2~meV. Both lie below the second edge, at 53.4 and 25.3~meV, so only the first subband fills at zero temperature, though in compression the margin is small. The Boltzmann factors above are for zero field and low density and do not carry over to this filled well.

The parameters are rough typical values for silicon, and a tensile strain of 0.8\,\% is roughly that of silicon grown on relaxed silicon-germanium with one fifth germanium. The compressive case is a mirror calculation: a compressed silicon-germanium channel on silicon would need its own parameters. Of the neglected effects evaluated here, the gate field moves the tensile splitting most, by about a third of its zero-field value. The uniform field and hard wall are themselves stand-ins for the self-consistent potential and the oxide barrier. By Gauss's law $5\times10^{12}$ holes per cm$^2$ alone require about 0.77~MV/cm at the interface, falling with depth, so 0.5~MV/cm can stand only for an average field. A uniform 0.8~MV/cm gives splittings of about 44~meV in tension and 26~meV in compression, with Fermi energies near 9 and 22~meV, and still only the first subband fills at zero temperature. Uniaxial stress along an in-plane $\langle110\rangle$ direction adds shear, which couples $X$ to $Y$, and the level formulas of part (b) then no longer apply. The numerical output below lists the levels, mixing weights and top-band masses for both signs of strain.

\section*{Computed results}
\begin{verbatim}
Spin-orbit splitting D = 44.0 meV
Deformation potential b = -2.10 eV
C11 = 166 GPa, C12 = 64 GPa
Luttinger g1, g2, g3 = 4.3, 0.34, 1.4 (no unit)
Largest level error in tests = 1.7e-13 meV
Compressive splitting limit 2D/3 = 29.33 meV
Closest mixed levels: d = 4.89 meV, gap = 41.48 meV
Gate field = 0.5 MV/cm
Sheet density = 5.0e+12 cm^-2
kT at 300 K = 25.85 meV, at 400 K = 34.47 meV
Heavy-hole confinement energy = 164.0 meV
TENSILE: e_p = 0.80 %, e_z = -0.617 %
  in-plane stress = 1.45 GPa
  heavy-hole level d = -29.75 meV
  square root R = 111.90 meV
  upper mixed level = 48.83 meV
  lower mixed level = -63.07 meV
  heavy-light splitting = 78.58 meV
  unmixed estimate 2|d| = 59.51 meV
  upper mixed level: w_SO = 0.170, w_Z = 0.964
  top-band mass: z 0.179, plane 0.273 m0
  light minus heavy, no field = 78.6 meV
  light minus heavy, gate field = 53.4 meV
  splitting, 10 % uneven strain = 77.89 meV
  splitting, |d| lower by 10 % = 70.00 meV
  splitting, D higher by 5 % = 78.21 meV
  Boltzmann factor of splitting, 300 K = 0.048
  Boltzmann factor of splitting, 400 K = 0.102
  one-subband filling energy = 43.8 meV
COMPRESSIVE: e_p = -0.80 %, e_z = 0.617 %
  in-plane stress = -1.45 GPa
  heavy-hole level d = 29.75 meV
  square root R = 85.35 meV
  upper mixed level = 5.80 meV
  lower mixed level = -79.55 meV
  heavy-light splitting = 23.95 meV
  unmixed estimate 2|d| = 59.51 meV
  upper mixed level: w_SO = 0.417, w_Z = 0.063
  top-band mass: z 0.276, plane 0.216 m0
  light minus heavy, no field = -24.0 meV
  light minus heavy, gate field = -25.3 meV
  splitting, 10 % uneven strain = 25.88 meV
  splitting, |d| lower by 10 % = 23.33 meV
  splitting, D higher by 5 % = 24.86 meV
  Boltzmann factor of splitting, 300 K = 0.396
  Boltzmann factor of splitting, 400 K = 0.499
  one-subband filling energy = 55.5 meV
\end{verbatim}
